# Space-group representations from little groups: a proof of completeness

## The question

An electron in a perfect crystal has a Hamiltonian that commutes with every operation of the space group. Lattice translations label its states by a wave vector $k$. A rotation $R$ of the crystal carries a state at $k$ to a state of the same energy at $Rk$, while operations that leave $k$ unchanged can force several states at the same $k$ to be degenerate.

This suggests a labelling of symmetry types: give the set of wave vectors related to $k$, and give the way the operations that fix $k$ act on the states at $k$. Does this labelling cover every irreducible representation of the space group, and does it name any of them twice? The answer is a theorem about induced representations.

## Conventions

An element $g=\{R|w\}$ of the space group $G$ acts on positions by $x\mapsto Rx+w$, with $R$ orthogonal. Acting twice gives

$$\{R|w\}\{S|u\}=\{RS|w+Ru\},\qquad \{R|w\}^{-1}=\{R^{-1}|-R^{-1}w\}.$$

The pure translations $\{1|t\}$ in $G$ form the lattice group $T$. The rotational parts form the finite point group $P=G/T$. Conjugating a translation gives

$$g^{-1}\{1|t\}g=\{R^{-1}|-R^{-1}w\}\{R|w+t\}=\{1|R^{-1}t\}. \tag{1}$$

The right side is a pure translation in $G$, so $R^{-1}t$ is again a lattice vector and $T$ is a normal subgroup.

Wave vectors are counted modulo reciprocal lattice vectors $K$, for which $e^{-iK\cdot t}=1$ for all $t$ in the lattice. Since $(RK)\cdot t=K\cdot(R^{-1}t)$, $RK$ is also a reciprocal lattice vector, and $R$ acts on the wave vectors so counted. The sign $\equiv$ means equality modulo $K$.

The **little group** is $G_k=\{g\in G: Rk\equiv k\}$. It contains $T$, and $P_k=G_k/T$. The **star** of $k$ is the set of distinct vectors $k_1=k,k_2,\dots,k_s$ obtained as $Rk$; each is an arm. For each arm choose $g_i=\{R_i|w_i\}$ with $R_ik\equiv k_i$, taking $g_1$ to be the identity. If $g$ sends $k$ to $k_i$, then $g_i^{-1}g$ fixes $k$. Hence every $g$ lies in one and only one coset $g_iG_k$, and $s=|P|/|P_k|$.

Representations are complex, finite-dimensional, unitary and single-valued. Spin double groups and antiunitary operations such as time reversal are not included.

A representation $D$ of $G_k$ is called an **allowed** small representation if

$$D(\{1|t\})=e^{-ik\cdot t}\,1. \tag{2}$$

The sign fits Bloch functions: translation turns $\psi(x)$ into $\psi(x-t)$, which is $e^{-ik\cdot t}\psi(x)$ when $\psi(x+t)=e^{ik\cdot t}\psi(x)$.

## Induction and the theorem

Let $D$ act on a space $W$. Take $s$ orthogonal copies of $W$, one per arm, and write $e_i\otimes v$ for the vector $v$ in copy $i$. For any $g$ and $i$, the product $gg_i$ lies in one coset, so $gg_i=g_jh$ with unique $j$ and unique $h\in G_k$. Define

$$\rho(g)(e_i\otimes v)=e_j\otimes D(h)v,\qquad gg_i=g_jh. \tag{3}$$

This respects multiplication. If $g'g_j=g_lh'$, then $g'gg_i=g'g_jh=g_lh'h$, and

$$\rho(g')\rho(g)(e_i\otimes v)=e_l\otimes D(h')D(h)v=e_l\otimes D(h'h)v=\rho(g'g)(e_i\otimes v).$$

It is unitary, because it permutes orthogonal copies and acts unitarily within them. This is the induced representation $\mathrm{Ind}\,D$, of dimension $s\dim D$.

**Theorem.** Choose one $k$ from each star, and for that $k$ one $D$ from each equivalence class of irreducible allowed small representations. The representations $\mathrm{Ind}\,D$ are irreducible and pairwise inequivalent, and every irreducible representation of $G$ is equivalent to one of them.

## Translations split the space

Let $\rho$ now be any representation of $G$ on a space $V$. The operators $\rho(\{1|t\})$ are unitary and commute, so they have a common orthonormal eigenbasis. On a common eigenvector each primitive translation $a_j$ has an eigenvalue $e^{-i\theta_j}$. The equations $q\cdot a_j=\theta_j$ fix $q$ modulo reciprocal lattice vectors. Therefore

$$V=\bigoplus_q V_q,\qquad V_q=\{v:\rho(\{1|t\})v=e^{-iq\cdot t}v\ \text{for all }t\}. \tag{4}$$

For $v\in V_q$ and $g=\{R|w\}$, equation (1) gives

$$\rho(\{1|t\})\rho(g)v=\rho(g)\rho(\{1|R^{-1}t\})v=e^{-iq\cdot R^{-1}t}\rho(g)v=e^{-i(Rq)\cdot t}\rho(g)v.$$

The last equality uses the orthogonality of $R$. So $\rho(g)$ maps $V_q$ into $V_{Rq}$. The same argument for $g^{-1}$ maps $V_{Rq}$ back into $V_q$, hence

$$\rho(g)V_q=V_{Rq}. \tag{5}$$

This is the statement that a rotation carries Bloch states at $q$ to Bloch states at $Rq$.

## Every irreducible representation is induced

Let $V$ be irreducible, and choose $k$ with $V_k\neq0$.

**One star.** By (5), the sum of $V_q$ over the star of $k$ is invariant under $G$. It is not zero, so it is all of $V$:

$$V=\bigoplus_{i=1}^{s}V_{k_i},\qquad V_{k_i}=\rho(g_i)V_k .$$

All arms have equal dimension. For $h\in G_k$, (5) gives $\rho(h)V_k=V_k$. Thus $V_k$ carries a representation $D$ of $G_k$, and it is allowed by the definition of $V_k$.

**$D$ is irreducible.** Let $W\subseteq V_k$ be invariant under $G_k$, and put $U=\bigoplus_i\rho(g_i)W$. With $gg_i=g_jh$ and $v\in W$,

$$\rho(g)\rho(g_i)v=\rho(g_j)\rho(h)v\in\rho(g_j)W. \tag{6}$$

So $U$ is invariant under $G$, and irreducibility of $V$ leaves $U=0$ or $U=V$. The part of $U$ at wave vector $k$ is $W$, since $g_1$ is the identity. Hence $W=0$ or $W=V_k$.

**$V$ is $\mathrm{Ind}\,D$.** Define $\Phi(e_i\otimes v)=\rho(g_i)v$ for $v\in V_k$. It maps copy $i$ one-to-one onto $V_{k_i}$, so it is invertible. By (6),

$$\rho(g)\Phi(e_i\otimes v)=\rho(g_j)D(h)v=\Phi(e_j\otimes D(h)v),$$

which is $\Phi$ applied to the induced action (3). So $V$ is equivalent to $\mathrm{Ind}\,D$.

The last paragraph used only that $V$ is the sum of the $V_{k_i}$ over one star. It therefore holds for any such $V$, irreducible or not, and for any arm taken as the starting point.

If the star of an irreducible $V$ is represented in the list by another arm, begin with that arm; its subspace is also nonzero. Every irreducible representation is thus reached from the chosen $k$.

## Every induced representation is irreducible

Let $D$ be irreducible and allowed, acting on $W$. First find the wave vectors in $\mathrm{Ind}\,D$. Equation (1) with $g=g_i$ gives $\{1|t\}g_i=g_i\{1|R_i^{-1}t\}$, so by (3) and (2)

$$\rho(\{1|t\})(e_i\otimes v)=e_i\otimes D(\{1|R_i^{-1}t\})v=e^{-i(R_ik)\cdot t}\,e_i\otimes v. \tag{7}$$

Copy $i$ has wave vector $k_i$. The arms are distinct, so $V_{k_i}=e_i\otimes W$ with nothing added from other copies. On $V_k=e_1\otimes W$ an element $h\in G_k$ acts as $D(h)$, because $hg_1=g_1h$.

Let $U\neq0$ be an invariant subspace. Applying (4) to $U$ itself gives $U=\bigoplus_i(U\cap V_{k_i})$, so some $U\cap V_{k_i}$ is nonzero. The operator $\rho(g_i^{-1})$ moves it into $U\cap V_k$, which is therefore nonzero. This intersection is invariant under $G_k$, and $D$ is irreducible, so $U\cap V_k=V_k$. Applying each $\rho(g_i)$ shows that $U$ contains every $V_{k_i}$. Hence $U=V$.

The two hypotheses enter at separate places. Allowedness makes the copies distinguishable by translations; irreducibility makes the part at $k$ indivisible.

## No representation occurs twice

Suppose $S:V\to V'$ is an equivalence, $S\rho(g)=\rho'(g)S$, between two members of the list. Taking $g=\{1|t\}$ shows that $S$ maps $V_q$ onto $V'_q$ for every $q$. The two representations therefore contain the same star, and hence have the same chosen $k$. Restricted to $V_k$, the relation reads $SD(h)=D'(h)S$ for $h\in G_k$, with $S$ invertible there. So $D$ and $D'$ are equivalent, and the list contains one member of each class. This completes the proof.

The restriction to one arm per star is necessary. In $\mathrm{Ind}\,D$ look at another arm $k_a$. For $h'\in G_{k_a}$ and $v\in V_k$,

$$\rho(h')\rho(g_a)v=\rho(g_a)\rho(g_a^{-1}h'g_a)v,$$

so $V_{k_a}$ carries $D_a(h')=D(g_a^{-1}h'g_a)$. Starting from this arm, the map $\Phi$ gives $\mathrm{Ind}\,D_a\simeq\mathrm{Ind}\,D$. The passage $D\to D_a$ is reversible, so a second arm yields the whole list of that star again.

## Counting the representations

A count on a finite crystal checks the result and shows how many small representations to look for. Impose periodic boundary conditions by setting $\{1|Nt\}$ to the identity for every lattice vector $t$. These translations form a normal subgroup, because $R(Nt)=N(Rt)$. The groups $T$, $G_k$ and $G$ below are the resulting finite ones, and the allowed $k$ satisfy $e^{-iNk\cdot t}=1$. There are $|T|$ of them.

Induce the one-dimensional representation $e^{-ik\cdot t}$ from $T$ to $G_k$, by the rule (3) with cosets of $T$ in $G_k$. The result $L$ has dimension $|P_k|$. Elements of $G_k$ preserve $k$, so the calculation (7) gives every copy the same phase $e^{-ik\cdot t}$. All irreducible parts of $L$ are allowed. An element outside $T$ moves every coset, because $T$ is normal, and has zero trace. Thus

$$\chi_L(\{1|t\})=|P_k|e^{-ik\cdot t},\qquad \chi_L(h)=0\ \text{for }h\notin T.$$

By character orthogonality, an irreducible allowed $D$ occurs in $L$ with multiplicity

$$\frac1{|G_k|}\sum_t\overline{\chi_D(\{1|t\})}\,|P_k|e^{-ik\cdot t}=\frac{|P_k||T|}{|G_k|}\dim D=\dim D,$$

since $\chi_D(\{1|t\})=e^{-ik\cdot t}\dim D$. Comparing dimensions,

$$\sum_D(\dim D)^2=|P_k|. \tag{8}$$

In particular, every such $k$ has at least one allowed representation. The squared dimensions of the induced representations add up to

$$\sum_{\text{stars}}s^2|P_k|=|P|\sum_{\text{stars}}s=|P||T|=|G|,$$

where $s|P_k|=|P|$ and the arms of all stars together make up all $|T|$ wave vectors. This is the sum required of a complete list for a finite group.

The small character can also be read back from the full one. The operator $\frac1{|T|}\sum_te^{ik\cdot t}\rho(\{1|t\})$ is 1 on $V_k$ and 0 on every other $V_q$, because it averages the phase $e^{i(k-q)\cdot t}$ over $T$. Multiplying by $\rho(h)$, $h\in G_k$, and taking the trace gives

$$\chi_D(h)=\frac1{|T|}\sum_te^{ik\cdot t}\chi(\{1|t\}h).$$

## What the small representations look like

By (2), $D(\{R|w+t\})=e^{-ik\cdot t}D(\{R|w\})$. The matrix $\Gamma(R)=e^{ik\cdot w}D(\{R|w\})$ therefore depends on $R$ alone, for a fixed choice of the vector $k$. Insert $D=e^{-ik\cdot w}\Gamma$ into the product $D(\{R|w\})D(\{S|u\})=D(\{RS|w+Ru\})$:

$$e^{-ik\cdot(w+u)}\Gamma(R)\Gamma(S)=e^{-ik\cdot w}e^{-i(R^{-1}k)\cdot u}\Gamma(RS),$$

$$\Gamma(R)\Gamma(S)=e^{-i(R^{-1}k-k)\cdot u}\,\Gamma(RS). \tag{9}$$

The vector $R^{-1}k-k$ is a reciprocal lattice vector. If it vanishes for all $R\in P_k$, as at $k=0$ or at any $k$ inside the Brillouin zone, $\Gamma$ is an ordinary representation of $P_k$. The same holds if all $u$ can be taken as lattice vectors, the symmorphic case. Extra signs or phases require both a wave vector on the zone boundary and fractional translations. For a general $k$, $P_k$ is trivial, $D$ is one-dimensional, and the full dimension is $|P|$.

For a Hamiltonian with this symmetry, an energy level that carries one irreducible representation has $\dim D$ states at each arm and $s\dim D$ states in all.

## Worked example: the plane group p4gm

Measure lengths in the lattice constant $a$ and wave vectors in $2\pi/a$. The group p4gm is generated by lattice translations, the fourfold rotation $\{C_4|0\}$ and the glide $\{m_x|\tfrac12,\tfrac12\}$, where $m_x$ reverses $x$. Its point group has 8 elements.

**The small representation at X.** At $k=(\tfrac12,0)$ a lattice translation $(t_1,t_2)$ has phase $e^{-i\pi t_1}=(-1)^{t_1}$. The point group $P_k$ is $\{1,C_2,m_x,m_y\}$. Write

$$c=\{C_2|0\},\quad g_x=\{m_x|\tfrac12,\tfrac12\},\quad g_y=\{m_y|\tfrac12,\tfrac12\}.$$

The multiplication rule gives

$$g_x^2=\{1|(\tfrac12,\tfrac12)+(-\tfrac12,\tfrac12)\}=\{1|0,1\},\qquad g_y^2=\{1|1,0\},$$

$$g_xc=\{m_y|\tfrac12,\tfrac12\}=g_y,\qquad cg_x=\{m_y|-\tfrac12,-\tfrac12\}=\{1|-1,-1\}g_y.$$

In an allowed representation, $D(c)^2=1$, $D(g_x)^2=1$ and $D(g_y)^2=-1$. The translation $(-1,-1)$ has phase $-1$, so

$$D(c)D(g_x)=-D(g_x)D(c).$$

Nonzero numbers cannot anticommute, so no one-dimensional $D$ exists. A two-dimensional solution is

$$D(c)=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad D(g_x)=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad D(g_y)=D(g_x)D(c)=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

Every element of $G_k$ is a translation times one of $1,c,g_x,g_y$. The relations above, with the fact that $c$ and $g_x$ preserve the translation phase, determine all products, so these matrices define a representation. The first two have no common eigenvector; hence it is irreducible. Equation (8) reads $2^2=4=|P_k|$, so there is no other class at X.

**The full representation.** The star has two arms, $(\tfrac12,0)$ and $(0,\tfrac12)$, and $g_2=\{C_4|0\}$ connects them. The full dimension is $2\times2=4$. Since $g_2g_1=g_2$ and $g_2g_2=c=g_1c$, rule (3) gives, in $2\times2$ blocks,

$$\rho(\{C_4|0\})=\begin{pmatrix}0&D(c)\\1&0\end{pmatrix},\qquad
\rho(\{1|t\})=\begin{pmatrix}(-1)^{t_1}1&0\\0&(-1)^{t_2}1\end{pmatrix}.$$

The translation character is $2[(-1)^{t_1}+(-1)^{t_2}]$: it is 4 at $(0,0)$, 0 at $(1,0)$ and $(0,1)$, and $-4$ at $(1,1)$. Other elements have zero character: they either exchange the arms or act on each arm by a traceless small matrix.

On a $6\times6$ periodic lattice there are 36 translations and $8\times36=288$ group elements. The character is $\pm4$ when $t_1$ and $t_2$ have equal parity, which happens for 18 translations. Its mean square is $18\times16/288=1$, as irreducibility requires.

**All stars.** The same lattice has 10 stars:

| Stars | Arms | $\lvert P_k\rvert$ | Small dimensions |
|---|---:|---:|---|
| $(0,0)$ and $(\tfrac12,\tfrac12)$ | 1 | 8 | 1, 1, 1, 1, 2 |
| $(\tfrac12,0)$ | 2 | 4 | 2 |
| six stars on symmetry lines | 4 | 2 | 1, 1 |
| $(\tfrac13,\tfrac16)$ | 8 | 1 | 1 |

The number of induced representations is $2\times5+1+6\times2+1=24$, equal to the number of conjugacy classes. Their squared dimensions add to

$$2\times8+4^2+6\times(4^2+4^2)+8^2=16+16+192+64=288.$$

The numerical check computes the character table of the 288-element group from its conjugacy classes, without wave vectors. Each induced character matches one row of that table and each row is matched once. The check also confirms that a second arm reproduces the same list for all 8 stars with several arms.

The table describes the unitary group only, and on the zone boundary it does not give the band degeneracies of a real potential. For spinless electrons in a real potential, complex conjugation $\Theta$ is also a symmetry; it sends $k$ to $-k$, commutes with the spatial operations and has $\Theta^2=1$. On the line $k=(\tfrac12,q)$ the product $\Theta g_y$ sends $k$ to $(-\tfrac12,q)\equiv k$, and $(\Theta g_y)^2=g_y^2=\{1|1,0\}$ acts as $-1$. An antiunitary operator with square $-1$ forces even degeneracy. The one-dimensional small representations at $(\tfrac12,\tfrac16)$, $(\tfrac12,\tfrac13)$ and $(\tfrac12,\tfrac12)$ therefore occur in degenerate pairs in such a crystal.

**A representation that is not allowed.** Let every element of the little group at X act as 1. This is irreducible, but it violates (2), since the translation $(1,0)$ should give $-1$. Its induced representation has dimension 2 and merely permutes $e_1$ and $e_2$. The lines along $e_1+e_2$ and $e_1-e_2$ are invariant, so it is reducible. Its mean squared character is 2, the value for two inequivalent parts. The proof of irreducibility breaks down at (7): translations act as 1 on both copies and cannot separate them. Violating (2) does not always give a reducible result. Let $\{R|w\}$ act as the matrix element $R_{xx}=\pm1$. Translations again act as 1, and the induced character is 2 on elements with $R=1$, $-2$ on those with $R=C_2$ and 0 otherwise, so its mean square is $(4+4)/8=1$. This is irreducible, but it is the two-dimensional representation already listed at $k=0$. Without (2) the construction guarantees neither irreducibility nor a list free of repeats.

## Computed results

```
Plane group p4gm, periodic lattice N x N with N = 6
Order of point group: 8
Number of translations: 36
Order of finite space group: 288
Conjugacy classes: 24
Stars (k in units of 2 pi/a):
 k=(0.0000,0.0000) arms=1 |P_k|=8 small dims=[1, 1, 1, 1, 2] full dims=[1, 1, 1, 1, 2]
 k=(0.1667,0.0000) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.1667,0.1667) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.3333,0.0000) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.3333,0.1667) arms=8 |P_k|=1 small dims=[1] full dims=[8]
 k=(0.3333,0.3333) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.5000,0.0000) arms=2 |P_k|=4 small dims=[2] full dims=[4]
 k=(0.5000,0.1667) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.5000,0.3333) arms=4 |P_k|=2 small dims=[1, 1] full dims=[4, 4]
 k=(0.5000,0.5000) arms=1 |P_k|=8 small dims=[1, 1, 1, 1, 2] full dims=[1, 1, 1, 1, 2]
Number of stars: 10
Induced representations: 24
Sum of squared full dimensions: 288
Largest deviation of overlaps from 0 or 1: 2e-14
Stars where another arm repeats the same list: 8
X point, k=(1/2,0): scalar squares of small matrices
 {C2|0}^2, {m_x|1/2,1/2}^2, {m_y|1/2,1/2}^2 = [1.0, 1.0, -1.0]
 full character at translation (0, 0): 4.0
 full character at translation (1, 0): 0.0
 full character at translation (0, 1): 0.0
 full character at translation (1, 1): -4.0
 elements with nonzero full character: 18
 mean squared full character: 1.0
Trivial (not allowed) representation of G_X, induced:
 dimension: 2  mean squared character: 2.0
```
